An upper bound on DC resistivity from the initial current-decay rate

1. Form of the answer

In a cubic metal without a magnetic field, symmetry reduces the resistivity tensor to a single number ρ. In the linear kinetic equation the field accelerates electrons and a collision operator C removes the resulting current. The acceleration enters through the Drude weight D, which is the current density produced per unit of field times time. The product ρD is therefore a rate. If every collision rate is multiplied by s, ρD is also multiplied by s. Hence

ρ = (a rate that scales linearly with C) / D.

This argument does not say which average of the collision rates is meant. Two candidates are the arithmetic mean, which governs the start of current decay, and the harmonic mean, which governs steady conduction. The result derived below is

ρ ≤ Γ0/D,

where Γ0 is the initial decay rate of the current after a short, uniform field pulse. The preparation matters: a current left behind by a steady field generally starts to decay at a different rate (section 5).

For a lower crystal symmetry the result holds along a principal axis of either the conductivity tensor or the Drude tensor, with D and Γ0 taken for that direction. Along a general direction it can fail.

2. The collision operator

Let f be the occupation of a state k with energy E, and f0 its equilibrium value. Primes mark the state k'. For scattering by impurities and by phonons that stay in equilibrium,

(∂f/∂t)coll = Σ' [P(k'→k) f'(1−f) − P(k→k') f(1−f')].

The rates P are assumed constant in time and without memory, so "initial" means after individual collisions are complete. Detailed balance is assumed:

P(k→k') f0(1−f0') = P(k'→k) f0'(1−f0) ≡ R(k,k') = R(k',k).

Write f = f0 + f0(1−f0)ψ. To first order in ψ,

δ[f(1−f')] = f0(1−f0')[(1−f0)ψ − f0'ψ'],
δ[f'(1−f)] = f0'(1−f0)[(1−f0')ψ' − f0ψ].

Multiplying by the two rates and subtracting loss from gain gives

R[(1−f0')ψ' − f0ψ − (1−f0)ψ + f0'ψ'] = R(ψ' − ψ).

The Pauli factors have combined into a symmetric transition rate. Since −∂f0/∂E = f0(1−f0)/kT, set φ = kTψ and Λ = R/kT. Then

f = f0 + (−∂f0/∂E)φ,
(−∂f0/∂E) Cφ = Σ' Λ(k,k')(φ − φ'),

and collisions alone give ∂φ/∂t = −Cφ. Define the inner product

<a|b> = 2∫d³k/(2π)³ (−∂f0/∂E) a b,

where the factor 2 counts spin. Writing the integral as a sum over states in volume V, and averaging the expression with its copy in which k and k' are exchanged,

<a|C|b> = (1/2V) ΣΣ' Λ(a − a')(b − b').

This is symmetric in a and b, and <a|C|a> ≥ 0. A constant φ has eigenvalue zero because collisions conserve particle number. It carries no current: v is odd under k → −k while E is even, so <v|1> = 0.

3. Conductivity and pulse response

Let v be the velocity component along the field F, and let the electron charge be −e. The drift term is

−(eF/ħ) ∂f0/∂k = −eFv ∂f0/∂E = (−∂f0/∂E) eFv.

Dividing the kinetic equation by −∂f0/∂E gives

∂φ/∂t + Cφ = −eFv,  j = −e<v|φ>.

In steady state φ = −eF C⁻¹v, with the inverse taken outside the zero modes. The two minus signs cancel in the current:

σ = j/F = e²<v|C⁻¹|v>.

A pulse of area I = ∫F dt, short compared with the collision times, leaves φ = −eIv and j = e²<v|v>I. Therefore

D = e²<v|v>.

For a parabolic band, (−∂f0/∂E)v = −(1/ħ)∂f0/∂k. Integration by parts moves the derivative onto v, and (1/ħ)∂v/∂k = 1/m, so D = ne²/m.

Take normalized eigenmodes C|n> = γn|n> and define

wn = <v|n>²/<v|v>,  Σwn = 1.

If part of the spectrum is continuous, the sums become integrals over the same non-negative weight. Since each mode decays independently,

J(t) ≡ j(t)/j(0) = Σ wn exp(−γn t).

Its initial slope and its area are

−J'(0) = Σ wnγn = <v|C|v>/<v|v> = Γ0,
∫J dt = Σ wn/γn = σ/D ≡ τdc,

with the integral running from 0 to ∞. Thus ρ = 1/(Dτdc). The slope weights fast modes most heavily and the area weights slow modes most heavily. The instantaneous rate −J'/J is the average of γ with weights wn exp(−γn t)/J. Its time derivative is minus the variance of γ in those weights, so the decay can slow but cannot accelerate.

4. Jensen's inequality and its remainder

The function 1/γ is convex for γ > 0 and lies above its tangent at Γ0. The distance between them is

1/γ − [1/Γ0 − (γ − Γ0)/Γ0²]
= 1/γ − 2/Γ0 + γ/Γ0²
= (γ − Γ0)²/(γΓ0²).

Average over wn. The linear term vanishes because the mean of γ is Γ0:

τdc = 1/Γ0 + Σ wn(γn − Γ0)²/(γnΓ0²).

The last sum is non-negative, so τdc ≥ 1/Γ0 and

ρ = 1/(Dτdc) ≤ Γ0/D.

Equality requires every mode with non-zero weight to have the same rate, which means that v is an eigenvector of C. If v has weight on a zero mode, τdc diverges, ρ = 0 and the bound still holds. For a narrow spread of rates, replacing γn by Γ0 in the denominator gives, to leading order,

Γ0τdc − 1 ≈ (variance of γ)/Γ0².

A converse follows if the populated rates lie between γmin > 0 and γmax. Expanding (γ − γmin)(γmax − γ) ≥ 0 and dividing by γγminγmax gives

1/γ ≤ (γmin + γmax − γ)/(γminγmax).

The average is

τdc ≤ (γmin + γmax − Γ0)/(γminγmax).

Multiply by Γ0. The product Γ0(γmin + γmax − Γ0) is largest when Γ0 is half the sum, so

1 ≤ Γ0τdc ≤ (γmin + γmax)²/(4γminγmax).

The initial rate can therefore overestimate the resistivity greatly only if the populated rates span a wide range.

5. Switch-off and better trial functions

Suppose a steady field is switched off. The starting distribution is proportional to C⁻¹v instead of v, and the initial decay rate is

<v|C|C⁻¹v>/<v|C⁻¹v> = <v|v>/<v|C⁻¹|v> = 1/τdc.

Within the same kinetic theory this slope gives the resistivity itself. The steady field has already depleted the fast modes relative to the slow ones.

The pulse bound needs one matrix element and no inversion. Any trial function φ with <v|φ> ≠ 0 also gives an upper bound. Unless v is already an eigenvector of C, a suitable choice gives a tighter one. The Cauchy-Schwarz inequality for the non-negative form <a|C|b> gives

<v|φ>² = <C⁻¹v|C|φ>² ≤ <v|C⁻¹|v><φ|C|φ>,

and hence

ρ ≤ <φ|C|φ>/(e²<v|φ>²).

The choice φ = v returns Γ0/D. In a numerical implementation the discretized C must remain symmetric in the weighted inner product, and all zero modes must be excluded from the inversion. Purely elastic scattering has at least one for each energy, because it conserves the number of electrons at each energy separately.

6. Example: a cubic metal with hot caps

Consider a free-electron sphere with n = 180 nm⁻³ at 300 K. Scattering is elastic, and u is the unit vector along k:

(Cφ)(u) = avg' {W(u,u')[φ(u) − φ(u')]},
W = A + B h(u)h(u') + G u·u'.

Here avg is the average over directions, and avg' the average over u'. The function h is 1 inside six caps centred on the cube axes and 0 elsewhere. The round parameters are A = 0.12, B = 1.00 and G = 0.06 fs⁻¹. Since W ≥ A − G > 0, all transition rates are positive.

Each cap ends where the cosine to its axis is 0.90, so the caps do not overlap. Their total fraction of the sphere is

η = 6(1 − 0.90)/2 = 0.30.

The average of u' vanishes, so the out-scattering rates are

γh = A + Bη = 0.42 fs⁻¹ (hot),
γc = A = 0.12 fs⁻¹ (cold).

Cubic symmetry makes avg(h ux²), avg(h uy²) and avg(h uz²) equal. Their sum is η, so each is η/3, while avg(uz²) = 1/3. The hot caps therefore carry a fraction η of the squared velocity. With current along z, define the normalized functions

ah = √(3/η) h uz,  ac = √(3/(1−η)) (1−h) uz.

The normalized velocity is √3 uz = √η ah + √(1−η) ac. For these odd functions the A and B terms return nothing by in-scattering. The G term returns G uz avg(uzφ), because the x and y averages vanish by reflection. Using avg(uz ah) = √(η/3) and avg(uz ac) = √((1−η)/3), the operator acts on the pair (ah, ac) as the matrix

M11 = γh − ηG/3 = 0.414 fs⁻¹,
M22 = γc − (1−η)G/3 = 0.106 fs⁻¹,
M12 = M21 = −(G/3)√(η(1−η)) = −0.0092 fs⁻¹.

The pair is closed under C, so the current has two modes. Diagonalization gives

slow: γ = 0.1057 fs⁻¹, w = 0.727,
fast: γ = 0.4143 fs⁻¹, w = 0.273.

The initial rate is the matrix element in the velocity direction:

Γ0 = ηγh + (1−η)γc − G/3
= 0.126 + 0.084 − 0.020 = 0.190 fs⁻¹.

For the DC rate solve Cφ = uz. With s = avg(uzφ) and γ(u) equal to γh or γc,

γ(u)φ − Gs uz = uz,  φ = (1 + Gs)uz/γ(u).

Multiply by uz and average, with K = avg(uz²/γ) = [η/γh + (1−η)/γc]/3. This gives s = (1 + Gs)K, or 1/s = 1/K − G. Since τdc = s/avg(uz²) = 3s,

1/τdc = 1/(3K) − G/3
= 1/(0.30/0.42 + 0.70/0.12) − 0.020
= 0.1327 fs⁻¹.

The times are τdc = 7.53 fs and 1/Γ0 = 5.26 fs; the Jensen remainder is their difference, 2.27 fs. In-scattering lowers both rates by the same G/3. It leaves their difference unchanged and, at fixed A, B and η, raises their ratio.

With m/(ne²) = 19.715 µΩ cm fs,

ρ = 19.715 × 0.1327 = 2.62 µΩ cm,
Γ0/D = 19.715 × 0.1900 = 3.75 µΩ cm.

The bound exceeds the model resistivity by 43%. The converse limit for these two rates allows at most 54%. The two-mode sum shows how the decay slows:

t = 5 fs: J = 0.463, exp(−Γ0t) = 0.387
t = 10 fs: J = 0.257, exp(−Γ0t) = 0.150
t = 20 fs: J = 0.088, exp(−Γ0t) = 0.022

The slow cold-region mode carries the late current. Extending the initial exponential to all times misses part of that contribution, and its area falls short by the 2.27 fs found above.

7. Where the bound fails

A magnetic field adds an antisymmetric part to the operator. That part drops out of <v|C|v> but not out of the inverse. Take equal Drude weights of electrons and holes, one collision rate γ, and cyclotron frequencies ±ω. The Hall currents cancel, leaving

σ/D = ½[1/(γ + iω) + 1/(γ − iω)] = γ/(γ² + ω²),
ρD = γ + ω²/γ.

The initial rate is still γ. For ω = γ/2 the resistivity is 1.25 times the supposed bound.

Rough surfaces also break the proof, because streaming between them is not a symmetric collision process. Consider a film of thickness d with isotropic bulk rate 1/τ and surfaces that re-emit electrons without mean current. After a pulse along the film, electrons with normal speed μvF keep their pulse-induced current until they reach a surface. The surviving fraction is 1 − μvFt/d, or zero once this becomes negative. The current weight of direction μ is (3/2)(1 − μ²), so

J(t) = exp(−t/τ)(3/2)∫dμ (1 − μ²) max(0, 1 − μvFt/d),

with μ from 0 to 1. Since ∫μ(1 − μ²)dμ = 1/4, the initial rate is

Γfilm = 1/τ + 3vF/(8d).

Let κ = d/(vFτ). Integrating J over time gives the Fuchs-Sondheimer result

ρbulk/ρfilm = 1 − (3/2κ)∫dμ μ(1 − μ²)[1 − exp(−κ/μ)].

For κ ≫ 1 the exponential is negligible, and

ρfilm/ρbulk ≈ 1/(1 − 3/(8κ)) = 1 + 3/(8κ) + 9/(64κ²) + ...

This exceeds Γfilmτ = 1 + 3/(8κ). The reason is visible in J: for t < d/vF it equals exp(−t/τ)[1 − 3vFt/(8d)], whose decay rate grows with time. No positive mixture of decaying exponentials can do that.

8. Comparison with an aluminium line

The electron density and the resistivity are in the rough range of bulk aluminium at room temperature, whose resistivity is about 2.7 µΩ cm. The scattering parameters were chosen to reach that range, so the agreement is not a prediction. The hot-to-cold ratio of 3.5 is a deliberately strong contrast, not a computed property of aluminium, and the 43% gap must not be assigned to the metal. Real narrow lines break the assumption of uniformity. The model has vF = 2.02 nm/fs and a mean free path vFτdc = 15.2 nm. For a 30 nm film, κ = 1.97. Numerical evaluation of the film integral, using one isotropic bulk rate, gives ρfilm/ρbulk = 1.22, against 1.19 from the film's initial rate. In an isotropic free-electron metal with the same density and bulk resistivity, diffuse surfaces would thus raise 2.62 to about 3.2 µΩ cm, before any grain-boundary scattering. The resistivity alone does not fix the mean free path. In real aluminium the band gaps at the zone faces remove part of the sphere. A nearly-free-electron band model gives a Drude weight near 0.68 ne²/m and a Fermi-surface area near 0.8 of the sphere. The mean free path at the same resistivity is then about 19 nm, and the 30 nm ratio is about 1.29. In the hot-cap model the increase also depends on how the film and the current are oriented relative to the cube axes, and it can be larger or smaller than in the isotropic metal. Solving the film equation at 30 nm gives 1.31 for a (001) film and 1.20 for a (110) film with the current along [1-10]. A numerical root search puts the crossing of the two film values at κ = 0.095, or about 1.4 nm. That is a few atomic spacings, where this classical film model is doubtful.

Inelastic phonon scattering is also absent from the example. Its size can be estimated with an isotropic Debye spectrum and a rough Debye temperature of 400 K. Let y be the phonon energy and x the electron energy from the Fermi level, both divided by kT; n is the Bose and f0 the Fermi function. The rate is taken proportional to

∫dy y⁴[2n(y) + f0(y + x) + f0(y − x)],  0 < y < 400/300.

Treating this as an energy-dependent relaxation rate and averaging numerically over the thermal window, the mean rate times the mean inverse rate exceeds 1 by 0.7%. In this estimate energy dependence adds little to the Jensen gap.

Measuring the initial slope is a harder problem. The thermal time ħ/kT is 25.5 fs, longer than 1/Γ0. At drive energies well above kT and the phonon energies, final states are effectively empty, and the bracket becomes 2n + 1. In this high-energy limit the phonon rate approaches 1.21 times its kinetic value. The approach is slow. Averaging the rate with the weight f0(x) − f0(x + w) for a drive energy w kT gives a factor of 1.08 at w = 4.8, which is ħΓ0/kT, 1.14 at w = 10 and 1.19 at w = 40. This suggests, without proving it for a particular pulse shape, that a femtosecond measurement may find a larger slope than Γ0. In this use Γ0 is best computed as a matrix element.

Other scales are smaller. The ratio kT/EF is 0.002, with EF = 11.6 eV. The hot-level broadening ħγh = 0.28 eV is 2.4% of EF, though it exceeds kT, so structure in the scattering on the scale of kT would not be resolved. At 1 MA/cm² the drift speed is 0.35 m/s, about 2 × 10⁻⁷ of vF. The linear treatment of the field requires φ to be small compared with kT, and in the model φ is at most about 2 × 10⁻⁴ kT at this current density.
